When a stretched Si–H bond breaks spin symmetry in Hartree-Fock theory

**Problem**

One Si–H bond of silane, SiH₄, is pulled out. Describe it by two orthonormal orbitals, site 1 on hydrogen and site 2 on the silyl group, holding two electrons:

H = −t Σ_σ (c†₁σ c₂σ + c†₂σ c₁σ) + U (n₁↑n₁↓ + n₂↑n₂↓), t > 0, U > 0.

The site energies are equal and set to zero. Stretching the bond lowers t.

(a) In restricted Hartree-Fock theory (RHF) both electrons share one spatial orbital. In unrestricted theory (UHF) the up and down electrons may have different ones. At what U/t does a UHF solution below the RHF one first appear?

(b) How does the answer change if the bond is polar?

(c) At what bond length does this happen in silane?

**A tempting solution**

The restricted orbital is the bonding one, (1, 1)/√2. Each electron contributes −t. The electrons meet on a given site with probability 1/4, hence on either site with probability 1/2, so

E_R = −2t + U/2.

The unrestricted alternative puts the up electron on hydrogen and the down electron on silyl. Nothing hops and nothing repels, so its energy is zero. It wins when −2t + U/2 > 0, that is, when U > 4t.

**Where it fails**

Both energies are right, but the comparison is between two end points. A UHF orbital may localise partially, and a state between the end points can lie below both. The energy is needed for every pair of orbitals.

**Solution of (a)**

Let the up orbital be (cos a, sin a) and the down orbital (cos b, sin b), and write x = 2a, y = 2b. The hopping energy of the up electron is −2t cos a sin a = −t sin x. A relative phase φ between its two components would multiply this by cos φ and leave the repulsion unchanged, so real orbitals with x and y between 0 and π suffice for the minimum.

Since cos²a = (1 + cos x)/2 and sin²a = (1 − cos x)/2, the repulsion is

U(cos²a cos²b + sin²a sin²b)
= (U/4)[(1 + cos x)(1 + cos y) + (1 − cos x)(1 − cos y)]
= (U/2)(1 + cos x cos y).

The total is

E(x, y) = −t(sin x + sin y) + (U/2)(1 + cos x cos y).

For RHF, x = y and E = −2t sin x + (U/2)(1 + cos²x). Both terms are smallest at x = π/2, which gives E_R.

For UHF, start from (cos x + cos y)² ≥ 0, which means cos x cos y ≥ −(cos²x + cos²y)/2. Replacing each cos² by 1 − sin² gives

1 + cos x cos y ≥ (sin²x + sin²y)/2.

Therefore

E(x, y) ≥ f(sin x) + f(sin y), f(s) = −ts + Us²/4, 0 ≤ s ≤ 1.

Equality holds when cos y = −cos x, or y = π − x. Then sin y = sin x, so both terms can reach their minimum together. The slope is f′(s) = −t + Us/2.

- If U ≤ 2t, the slope is not positive anywhere on the interval. The minimum is at s = 1, with E = 2f(1) = −2t + U/2 = E_R. No determinant of this kind lies lower.
- If U > 2t, the minimum is at s = 2t/U < 1, where f = −2t²/U + t²/U = −t²/U. Hence

E_U = −2t²/U.

The gain is

E_R − E_U = −2t + U/2 + 2t²/U = (U − 2t)²/(2U) > 0.

The lower solution therefore first appears when U exceeds 2t, half the tempting value. Along y = π − x the energy is E = −2ts + Us²/2, a parabola in s. The tempting solution compared its ends, s = 1 and s = 0. They become equal at U = 4t, but by then the minimum is at s = 1/2, with energy −t/2.

The same threshold follows from a small displacement, x = π/2 + δ and y = π/2 − δ:

E = −2t cos δ + (U/2)(1 − sin²δ) ≈ E_R + (t − U/2)δ².

Separating the spins costs hopping energy tδ² and saves repulsion Uδ²/2.

**What the broken solution means**

The spin moment on hydrogen is

m = cos²a − cos²b = (cos x − cos y)/2 = cos x = ±√(1 − 4t²/U²).

It grows continuously from zero, and its two signs give two degenerate solutions. For total S_z = 0, ⟨S²⟩ is the squared norm of S₊ acting on the state. S₊ turns the down electron up, leaving two up electrons in orbitals whose overlap is cos(a − b) = cos(x − π/2) = sin x. The squared norm of that state is 1 − sin²x, so ⟨S²⟩ = m². A singlet has ⟨S²⟩ = 0 and a triplet 2, so the determinant contains a triplet with weight m²/2.

The exact ground state has no such onset. In the singlet space, the covalent state (one electron per site) and the even ionic state (both on one site) have energies 0 and U and are coupled by −2t. Then E² − UE − 4t² = 0, and the lower root is

E = [U − √(U² + 16t²)]/2.

This is smooth in U for every t > 0, so the threshold belongs to the mean field. For U ≫ t the root tends to −4t²/U, while UHF gives −2t²/U, half the binding. As t → 0 both go correctly to zero, whereas RHF goes to U/2, because it keeps both electrons on one site half of the time.

**Solution of (b)**

Let the sites have energies ε₁ and ε₂ and repulsions U₁ and U₂, with a repulsion V between electrons on different sites. The interaction energy is

(U₁/4)(1 + cos x)(1 + cos y) + (U₂/4)(1 − cos x)(1 − cos y) + (V/2)(1 − cos x cos y).

Write the last term as V − (V/2)(1 + cos x cos y) and collect terms. Apart from a constant, the old energy returns with one addition, (D/2)(cos x + cos y), where

U = (U₁ + U₂)/2 − V, D = ε₁ − ε₂ + (U₁ − U₂)/2.

The U of the dimer is thus the mean cost of the two ionic arrangements relative to a covalent one, not a bare on-site repulsion.

The restricted energy −2t sin x + D cos x + (U/2)(1 + cos²x) is stationary when

2t cos x + D sin x + U sin x cos x = 0.

Now change the angles to x + δ and x − δ. The sums of sines and of cosines are multiplied by cos δ, and the product of cosines becomes cos²x − sin²δ. To second order,

ΔE = δ²[t sin x − (D/2) cos x − U/2].

RHF is unstable when U > 2t sin x − D cos x. The stationary condition gives −D cos x = 2t cos²x/sin x + U cos²x. Inserting this and using sin²x + cos²x = 1,

U sin²x > 2t/sin x, or U sin³x > 2t.

At given t, polarity raises the threshold. If the restricted charge excess on one site is q = |cos x| = 0.30, then sin²x = 0.91 and U/t must exceed 2/0.91^(3/2) = 2.30. This is a criterion for small changes; unlike the proof in (a), it does not by itself exclude a distant lower solution.

Two further integrals occur in a real bond. Direct exchange K adds K sin x sin y, which changes by −Kδ² under the same displacement. The condition becomes

U + 2K > 2t sin x − D cos x.

The second kind is hopping that depends on the charge present. Its mean over the two sites is absorbed in t. Half the difference, X, adds X sin(x + y), which the displacement leaves unchanged; it acts by shifting the restricted x.

**Solution of (c)**

The parameters come from RHF calculations on SiH₄ in the 6-31G** basis. One bond length R is varied and the other three bonds are held at 0.148 nm, a rough equilibrium value, with tetrahedral angles. Site 1 is a hydrogen 1s orbital adapted to the molecule (an intrinsic atomic orbital built from the minimal STO-3G set). Its projections on the occupied and empty orbitals define a bonding and an antibonding orbital, and their combination orthogonal to site 1 is site 2. The one-electron integrals include the field of the remaining electrons; the repulsion integrals are unscreened. Energies are in eV:

R = 0.148 nm: t = 8.66, U = 6.60, U/2t = 0.38
R = 0.180 nm: t = 5.94, U = 6.85, U/2t = 0.58
R = 0.220 nm: t = 3.85, U = 7.08, U/2t = 0.92
R = 0.280 nm: t = 2.28, U = 7.52, U/2t = 1.65

Over this range U rises by 14% while t falls almost fourfold, so the crossing is driven mainly by the loss of hopping. Root finding in R places U = 2t at 0.228 nm, where t = 3.56 eV and U = 7.12 eV.

These parameters depend on how the hydrogen orbital is defined. Building it from the MINAO set instead of STO-3G gives t = 1.80 eV and U = 7.18 eV at 0.280 nm, and moves the crossing to 0.222 nm. The dimer numbers below belong to the STO-3G choice.

At 0.280 nm, U₁ = 16.32 eV, U₂ = 12.11 eV and V = 6.69 eV, so U = 14.21 − 6.69 = 7.52 eV. The symmetric dimer then gives

E_R = −2(2.28) + 7.52/2 = −0.80 eV,
E_U = −2(2.28)²/7.52 = −1.38 eV,
E_exact = −2.15 eV.

The tempting rule would still call RHF stable here, since 4t = 9.1 eV exceeds U. In fact UHF lies 0.58 eV lower, with m = 0.80 and ⟨S²⟩ = 0.63, and it still misses 0.77 eV of the exact dimer binding.

The real bond is not symmetric. At 0.220 nm, D = −3.03 eV, K = 0.245 eV and the restricted charge excess on hydrogen is cos x = 0.244, so sin x = 0.970. The two sides of the last condition are

U + 2K = 7.08 + 0.49 = 7.57 eV,
2t sin x − D cos x = 7.47 + 0.74 ≈ 8.2 eV,

and the pair is still stable. Including D alone moves the onset from 0.2278 to 0.2345 nm. Including K and X as well brings it back to 0.2285 nm. The good agreement with the plain rule is therefore a cancellation, not evidence that the bond is nonpolar. How close the cancellation comes depends on the site orbitals: with the MINAO choice D is about −1.9 eV and the same three onsets are 0.2223, 0.2248 and 0.2198 nm, so K and X more than undo the shift from D.

The whole molecule becomes unstable earlier, at 0.215 nm. This is where the lowest eigenvalue of its full RHF stability matrix for spin-separating changes reaches zero. That matrix allows all orbitals to respond, and its lowest eigenvalue cannot exceed its value for the pair alone. A UHF calculation 0.015 nm beyond this point lies 0.10 eV below RHF; one 0.015 nm before it returns to the RHF energy. At 0.280 nm the molecular gain is 1.13 eV, against 0.58 eV for the symmetric dimer with the parameters above. The molecular results do not depend on the choice of site orbitals, and they change little with the basis: in the larger def2-TZVP set the onset is 0.216 nm and the gain at 0.280 nm is 1.07 eV.

For silane used in silicon deposition, these lengths say where the restricted determinant becomes unstable, not where the molecule breaks. The error from freezing the other electrons depends on the site orbitals: releasing them shortens the onset of the pair, with all its integrals included, by 0.014 nm (about 6%) for the STO-3G choice and by 0.005 nm for the MINAO choice. Relaxing the silyl geometry and adding correlation beyond the pair were not assessed. Thermal excitation of the electrons is a minor matter at 0.280 nm. The symmetric dimer puts the triplet 2.15 eV above the singlet; a calculation on the whole molecule that correlates the two bond electrons, CASSCF(2,2) in the 6-31G** basis, gives 1.1 eV. Both are far above kT = 0.078 eV at 900 K, a rough growth temperature. Pulling off one hydrogen atom also differs from the main thermal route in the gas, in which silane loses H₂ and leaves SiH₂.
